\section*{Silicon Doping Bends Bands but Leaves the Flat-Band Oxide Offset Unchanged}

\section{Two readings of one junction}

In a model stack of metal, oxide and silicon at zero gate bias, the oxide conduction edge at the interface lies 1.887 eV above the conduction edge deep in the silicon when the silicon holds $10^{18}$ donors per cm$^3$. With $10^{18}$ acceptors per cm$^3$ instead, and the gate, oxide and interface held fixed, the figure is 1.092 eV. The conduction-band offset seems to have moved by 0.795 eV. Yet when a gate voltage flattens the silicon bands, the offset is 1.50 eV for both dopings.

The belief suggested by the first pair of numbers runs as follows. Doping moves the Fermi level through the silicon gap, here by 0.950 eV. In equilibrium the whole stack shares one Fermi level. The silicon edges must therefore shift relative to the oxide edges, and the offset must change.

The first two sentences are right, and so is part of the third: edges far from the interface do shift relative to the oxide. The error is to identify that shift with the discontinuity at the interface. Poisson's equation separates the two.

\section{What Poisson's equation allows at an interface}

The algebra uses atomic units, with the electron charge equal to $-1$. Let $x<0$ be oxide and $x>0$ silicon, and let $u=-\phi$ be the electrostatic potential energy of an electron, with $u=0$ deep in the silicon. For fields that vary slowly on the atomic scale, each conduction edge is a material term plus $u$:
\begin{equation}
E_{\rm ox}(x)=A_{\rm ox}+u(x),\qquad E_{\rm Si}(x)=A_{\rm Si}+u(x).
\end{equation}
Let $\Delta_0=A_{\rm ox}-A_{\rm Si}$. With charge density $\rho$ and relative permittivity $\kappa$, Poisson's equation $(\kappa\phi')'=-4\pi\rho$ becomes
\begin{equation}
(\kappa u')'=4\pi\rho .
\label{poisson}
\end{equation}

Integrate from $-a$ to $a$. If the charge density is finite, $|\rho|\le\rho_m$, then $\kappa u'$ changes by at most $8\pi\rho_m a$, which vanishes as $a\to0$. Since $u'$ stays finite, $u(a)-u(-a)=\int_{-a}^{a}u'\,dx$ vanishes too. Ionised dopants and mobile carriers are charge of this kind. They curve $u$ but cannot give it a step. A sheet of charge $\sigma$ per area makes $\kappa u'$ jump by $4\pi\sigma$, but $u'$ is still finite on both sides and $u$ still has no step.

A step needs a double layer. Let a neutral charge distribution $\rho_d$ occupy a transition zone $-w<x<0$ of permittivity $\kappa_t$, with moment $p=\int x\rho_d\,dx$ per area. Let $D=\kappa_{\rm ox}u'$ be the displacement in the oxide, which has no charge of its own. Integrating equation (\ref{poisson}) once from the oxide into the zone gives
\begin{equation}
\kappa_t u'(x)=D+4\pi\int_{-w}^{x}\rho_d(s)\,ds .
\end{equation}
Integrate again across the zone. Exchanging the order of the double integral, each charge at $s$ counts for the length $0-s$ that lies beyond it:
\begin{align}
u(0)-u(-w)&=\frac{Dw}{\kappa_t}+\frac{4\pi}{\kappa_t}\int_{-w}^{0}(0-s)\rho_d(s)\,ds\nonumber\\
&=\frac{Dw}{\kappa_t}-\frac{4\pi p}{\kappa_t}.
\end{align}

The offset is defined by extending both edges smoothly to the plane $x=0$. On the silicon side this gives $u_s=u(0)$. On the oxide side the straight line gives $u_{\rm ox}=u(-w)+Dw/\kappa_{\rm ox}$. Hence
\begin{align}
\Delta(D)&=\Delta_0+u_{\rm ox}-u_s\nonumber\\
&=\Delta_0+\frac{4\pi p}{\kappa_t}-Dw\left(\frac1{\kappa_t}-\frac1{\kappa_{\rm ox}}\right)\nonumber\\
&\equiv\Delta-\ell D .
\label{offset}
\end{align}
Here $\Delta=\Delta_0+4\pi p/\kappa_t$ is the offset at $D=0$, and $\ell=w(1/\kappa_t-1/\kappa_{\rm ox})$ is a length. Neither the doping nor the Fermi level appears in equation (\ref{offset}). They can enter through $D$, or by changing $\Delta_0$, $p$ or the zone itself.

The example takes $\Delta_0=1.2$ eV, $p=+0.1$ elementary charges per nm, $w=0.3$ nm, $\kappa_t=6$ and $\kappa_{\rm ox}=20$. In eV and nm the factor $4\pi$ becomes $e/\epsilon_0=18.10$ V nm, so that
\begin{align}
\Delta&=1.2+\frac{18.10\times0.1}{6}=1.502\ {\rm eV}\quad(0.0552\ \hbox{hartree}),\\
\ell&=0.3\left(\frac16-\frac1{20}\right)=0.035\ {\rm nm}\quad(0.35\ \hbox{\AA}).
\end{align}

\section{Where the Fermi level goes}

Let $\zeta$ be the height of the bulk silicon conduction edge above the Fermi level, $N$ the donor density minus the acceptor density, and $T$ the thermal energy. For non-degenerate carriers with bulk densities $n_b$ and $h_b$,
\begin{equation}
\rho(u)=N+h_b e^{u/T}-n_b e^{-u/T}.
\end{equation}
Multiply $\kappa_s u''=4\pi\rho$ by $u'$. The left side is the derivative of $\kappa_s u'^2/2$, and the right side is $4\pi\rho(u)\,du/dx$. Integrating from the bulk, where $u=u'=0$, to the surface gives
\begin{equation}
u'^2_s=\frac{8\pi}{\kappa_s}\int_0^{u_s}\rho(v)\,dv .
\label{first}
\end{equation}
The slope has the sign opposite to $u_s$, because $u$ must decay to zero in the bulk.

In n-type depletion, with $u_s\gg T$ but too few holes to matter, $n_b\simeq N$ and the integral is $N(u_s-T)$. For $N=10^{18}$ cm$^{-3}=10^{-3}$ nm$^{-3}$, $\kappa_s=11.7$, $u_s=0.372$ eV and $T=0.026$ eV,
\begin{equation}
|u'_s|=\sqrt{\frac{2\times18.10\times10^{-3}\times0.346}{11.7}}=0.0327\ {\rm V/nm},
\end{equation}
or 0.327 MV/cm. The bending extends over about 22 nm, whereas the double layer occupies 0.3 nm.

The gate fixes $u_s$. Measure energies from the silicon Fermi level. The gate Fermi level is at $-V_G$, and the oxide edge beside the metal is higher by the barrier $\Phi_M$. At the silicon plane the extended oxide edge is at $\zeta+u_s+\Delta(D)$. Going back through an oxide of thickness $t$ subtracts $Dt/\kappa_{\rm ox}$. Equating the two expressions for the edge at the metal gives
\begin{equation}
\Phi_M-V_G=\zeta+u_s+\Delta-\ell D-\frac{Dt}{\kappa_{\rm ox}} .
\label{gate}
\end{equation}
Without a charged sheet at the interface, flat silicon bands mean $u_s=0$ and $D=0$, so
\begin{equation}
V_{\rm FB}=\Phi_M-\zeta-\Delta .
\end{equation}
The flat-band voltage follows the Fermi level one for one. With $\Phi_M=2.05$ eV it is $+0.462$ V for the donor-doped sample ($\zeta=0.086$ eV) and $-0.488$ V for the acceptor-doped one ($\zeta=1.037$ eV). The difference is the full 0.950 V, while $\Delta$ is the same in both. This uses the classical local density $\rho(u)$. Carrier wave functions are suppressed within a few nanometres of the oxide barrier, which leaves dopants there uncompensated, so that $u_s$ is not quite zero at $D=0$. A hard-wall estimate gives about 0.01 eV at $10^{18}$ cm$^{-3}$, with opposite signs for donors and acceptors, and about 0.001 eV at $10^{16}$ cm$^{-3}$. This is smooth bending: it shifts the gate voltage at which $D=0$, not the offset there.

\section{Accounting for the apparent change}

At $V_G=0$ and $t=4$ nm, the two samples give:

\begin{center}
\begin{tabular}{lrr}
 & donors & acceptors\\
\hline
bending $u_s$ (eV) & $+0.372$ & $-0.395$\\
oxide field (MV/cm) & $-0.192$ & $+0.198$\\
offset $\Delta(D)$ (eV) & 1.515 & 1.488\\
$\Delta(D)+u_s$ (eV) & 1.887 & 1.092
\end{tabular}
\end{center}

The last row is the pair of numbers at the start. It compares the oxide edge at the interface with a silicon edge many nanometres away, and so it contains the bending. Subtracting equation (\ref{gate}) for the two samples shows where the 0.950 eV went: 0.767 eV into the difference in bending, 0.156 eV into the difference in potential drop across the oxide, and 0.027 eV into the offset as defined at finite field. The size of this last part depends on the plane to which the edges are extended: at $x=-w$ the length would be $w(1/\kappa_t-1/\kappa_s)=0.024$ nm and the difference 0.019 eV, while the offset at $D=0$ stays the same.

That last part comes from $-\ell D$. For the donor-doped sample, $D=-20\times0.01915=-0.383$ V/nm, and $-\ell D=+0.013$ eV. For the acceptor-doped sample the field is reversed and so is the shift. At $10^{16}$ cm$^{-3}$ the bending is similar, but the field, which scales as $\sqrt N$ in depletion, is about ten times smaller. The offsets are then 1.503 eV for donors and 1.500 eV for acceptors.

Two comparisons at fixed doping show that the field is responsible. With $10^{18}$ donors per cm$^3$, the gate voltage was set to $-0.6$, $-0.3$, 0 and $+0.1$ V from flat band; the slope of offset against $D$ gave $\ell=0.035$ nm. With $10^{16}$ donors per cm$^3$ at zero bias, a positive sheet of $10^{12}$ charges per cm$^2$ on the silicon side of the zone raised the offset from 1.503 to 1.509 eV and lowered the bending from 0.335 to 0.293 eV. The bulk Fermi level did not move in either comparison.

These values come from solving equation (\ref{poisson}) on a grid through the whole stack and extending the edges to $x=0$. In the zero-bias, bias-sweep and sheet cases they agree with equations (\ref{offset}), (\ref{first}) and (\ref{gate}) within 1 meV for the bending and 0.5 meV for the offset.

The same reasoning limits how far from the interface an edge may be read. At a depth $d$ much smaller than the depletion width, the reading is wrong by about $|u'_s|d$. In the donor-doped sample this is 0.033 eV at 1 nm.

\section{Why the double layer need not follow the Fermi level}

Electrostatics shows that bending makes no step. It does not show that $p$ is independent of doping; in the model above $p$ is an input. The interface electron density is a sum over states, each weighted by its occupation. Moving the Fermi level within the gap changes the occupation appreciably only for gap states that it crosses or comes within a few $T$ of. Band states several $T$ away change by exponentially small amounts.

A chain of sites with alternating energies illustrates this. Its two halves have gaps of 5.8 and 1.12 eV with aligned centres, and neighbouring sites are coupled by 2 eV. Spin is left out, so each state holds one electron. The Fermi level is moved from 0.15 eV above the valence edge of the smaller gap to 0.15 eV below its conduction edge, at 300 K and with the Hamiltonian held fixed. Within 20 sites on the wide-gap side and 40 on the other, the electron number changes by 0.002. These are thermal carriers in the bands, so the count grows with the region (0.006 for 100 sites instead of 40) and with a closer approach to the edges (0.02 if the margin is 0.086 eV instead of 0.15 eV).

If the junction is built with two low-energy sites adjacent, one state appears 0.233 eV above the valence edge, and the same move adds 0.96 electrons. The state starts 0.083 eV above the Fermi level with occupation $1/(1+e^{0.083/0.026})\simeq0.04$ and ends almost full. Such a junction stores charge that depends on the Fermi level. This alters the field and, depending on where the balancing charge sits, may alter the dipole. The chain omits the response of the potential to that charge, so it illustrates the condition on gap states and does not predict a real interface.

\section{The model beside a real gate stack}

The parameters are rough values in the regime of hafnium dioxide on silicon; the offset itself is built from chosen inputs. Real stacks often contain a thin layer resembling silicon dioxide, which has its own band edges and calls for two offsets. If the transition zone of the model were replaced by a layer of 0.5 nm with permittivity 4, $\ell$ would rise to $0.5(1/4-1/20)=0.10$ nm, and the shift at $|D|=0.383$ V/nm from 0.013 to 0.038 eV. The oxide fields here are also low, about 5\% of a rough breakdown field of 4 MV/cm. At 1 MV/cm, $|D|=2$ V/nm and even the original zone gives a shift of 0.07 eV. Without a charged sheet at the interface, the silicon field would then be $2/11.7=0.17$ V/nm, or 1.7 MV/cm. Depletion at the dopings used here cannot supply such a field; it needs a dense layer of carriers at the surface, for which the non-degenerate formula for $\rho(u)$ fails. Interface traps at $10^{12}$ cm$^{-2}$ eV$^{-1}$ would reduce the spread of offsets across the four zero-bias samples by about 0.001 eV, if they sit on the silicon side and the silicon field is held fixed.

Heavy doping can change the material as well as the Fermi level. At $10^{18}$ cm$^{-3}$ a screening estimate gives a gap narrowing of 0.03 eV in neutral silicon; its division between the two edges, and its size where carriers are depleted, need a separate calculation. Incomplete ionisation, for a dopant level 0.045 eV from the band edge, moves the bulk Fermi level by about 0.007 eV for donors and 0.012 eV for acceptors, and degeneracy by less than 0.001 eV. Heating from 300 to 400 K narrows the silicon gap by roughly 0.03 eV, which can also move the offset. Dopants that gather at the interface or alter its bonding can change $p$ directly.

The defensible statement is therefore conditional. For non-degenerate silicon with unchanged material terms in the band edges, unchanged interface bonding and fixed charge, and no gap states that recharge, moving the Fermi level by doping changes the bending at a given gate voltage and the flat-band voltage, but not the flat-band offset.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough or round model values)
permittivity Si, oxide, zone: 11.7, 20.0, 6.0
gap Si, oxide: 1.12, 5.8 eV
density masses e, h: 1.08, 1.0 electron masses
oxide thickness, zone width: 4.0, 0.3 nm
bare difference, gate barrier: 1.2, 2.05 eV
dipole moment per area: 0.1 e/nm
OFFSET
dipole step: 0.3016 eV
flat-band conduction offset: 1.5016 eV
same offset: 0.05518 hartree
flat-band valence offset: 3.1784 eV
field length: 0.0350 nm = 0.350 angstrom
ZERO GATE BIAS, 300 K (doping in cm^-3)
doping | Ec-EF bulk eV | bending eV | offset eV
n 1e16 | 0.2053 | +0.3346 | 1.5028
n 1e18 | 0.0863 | +0.3722 | 1.5149
p 1e16 | 0.9176 | -0.3603 | 1.5002
p 1e18 | 1.0367 | -0.3953 | 1.4877
doping | depletion nm | Si field, oxide field MV/cm
n 1e16 | 208.0 | -0.0309, -0.0181
n 1e18 | 21.9 | -0.3273, -0.1915
p 1e16 | 215.9 | +0.0322, +0.0188
p 1e18 | 22.6 | +0.3380, +0.1977
doping | oxide edge minus bulk Si edge eV
n 1e16 | 1.8374
n 1e18 | 1.8871
p 1e16 | 1.1399
p 1e18 | 1.0924
FLAT BAND: doping | gate voltage V | grid offset eV
n 1e16 | +0.3431 | 1.5015
n 1e18 | +0.4621 | 1.5015
p 1e16 | -0.3692 | 1.5015
p 1e18 | -0.4883 | 1.5015
Fermi-level span: 0.9504 eV
flat-band offset span: 3.5e-06 eV
SEPARATE TESTS
field length from bias sweep: 0.0351 nm
added sheet on n 1e16: 1.0e+12 e/cm^2
with sheet: bending +0.2927, offset 1.5090 eV
n 1e18, 400 K: bending +0.3348, offset 1.5140 eV
clean chain, interface charge change: 0.00182 electrons
faulty chain, same change: 0.962 electrons
faulty state above valence edge: 0.233 eV
NEGLECTED EFFECTS (rough sizes; n 1e18 where doped)
degeneracy shift of Fermi level: 0.00032 eV
incomplete-ionisation Fermi shift: 0.0070 eV
gap narrowing, screening estimate: 0.030 eV
trap effect on offset, 1e12/(cm^2 eV): 0.0012 eV
largest oxide field / rough breakdown: 0.049
tunnelling probability, mass 0.2: 1.8e-10
Si gap change, 300 to 400 K: -0.027 eV
\end{verbatim}
